# How strongly does one-axis twisting squeeze a collective spin?

**Question.** A large number $N$ of spins 1/2 starts in a product state, all polarized along $+x$, and evolves under $H=\chi J_z^2$. How far can the variance of a spin component perpendicular to the mean spin fall below its initial value, when does this happen, and how do both answers scale with $N$?

**Answer.** The interaction rotates each part of the spin distribution about $z$ at a rate set by its own value of $J_z$. This shears the initially round noise distribution into a narrow ellipse, and later bends the ellipse around the sphere. The best time is a compromise between the two effects. Because the moments can be found in closed form, the compromise can be worked out with its numerical factors.

### Setting and the rotated ladder operator

Set $\hbar=1$, so that spin components are dimensionless and $\chi$ is an angular frequency. The total spin is $J=N/2$, with $N>2$, and $x=\chi t$ is the dimensionless time. There is no loss or dephasing, and every pair of spins is coupled equally.

From $[J_z,J_+]=J_+$ follows $J_zJ_+=J_+(J_z+1)$. Applying this repeatedly to a power series gives, for any function $f$,

$$f(J_z)J_+=J_+f(J_z+1).$$

With $f(J_z)=e^{ixJ_z^2}$, the Heisenberg operator is

$$J_+(x)=e^{ixJ_z^2}J_+e^{-ixJ_z^2}=J_+e^{ix[(J_z+1)^2-J_z^2]}=J_+e^{ix(2J_z+1)}.$$

The exponent is linear in $J_z$, so the exponential is a product of one-spin operators. This is why the moments are elementary.

### Exact moments

**Mean spin.** Each spin starts in $(|\uparrow\rangle+|\downarrow\rangle)/\sqrt2$. Write $J_+=\sum_k s_{+,k}$ with $s_+=|\uparrow\rangle\langle\downarrow|$. For one spin,

$$\langle e^{2ixs_z}\rangle=\cos x,\qquad \langle s_+e^{2ixs_z}\rangle=\tfrac12e^{-ix}.$$

In each term of $J_+(x)$ one spin is raised and $N-1$ are not. The phase $e^{-ix}$ of the raised spin cancels the factor $e^{ix}$ from the "+1" in the exponent, and so

$$\langle J_+(x)\rangle=\frac N2\cos^{N-1}x.$$

This is real, so $\langle J_x\rangle=(N/2)\cos^{N-1}x$ and $\langle J_y\rangle=0$. Since $J_z$ is conserved, $\langle J_z\rangle=0$ and $\langle J_z^2\rangle=N/4$, the value for $N$ independent spins. Whenever the mean spin is nonzero, it lies along the $x$ axis and the perpendicular plane is the $y$–$z$ plane. At $x=\pi/2$ the mean spin vanishes; the same plane is kept there by convention.

**Variance of $J_y$.** Moving the first exponential through the second $J_+$ raises its $J_z$ by one:

$$J_+(x)^2=J_+^2e^{ix(2J_z+3)}e^{ix(2J_z+1)}=J_+^2e^{4ix(J_z+1)}.$$

Because $s_+^2=0$, $J_+^2$ contains the $N(N-1)$ ordered pairs of different spins. Each raised spin gives $\tfrac12e^{-2ix}$ and each other spin gives $\cos2x$. The two phases cancel $e^{4ix}$, which leaves

$$\langle J_+(x)^2\rangle=\frac{N(N-1)}4\cos^{N-2}2x.$$

The real part of $J_+^2=(J_x+iJ_y)^2$ gives $\langle J_x^2\rangle-\langle J_y^2\rangle$. The sum $J_x^2+J_y^2=\mathbf J^2-J_z^2$ is conserved, with mean $N(N+2)/4-N/4=N(N+1)/4$. Half the sum minus half the difference is

$$\langle J_y^2\rangle=\frac N4a,\qquad a=1+\frac{N-1}2\left(1-\cos^{N-2}2x\right).$$

**Covariance.** Using $J_zJ_+=J_+(J_z+1)$ once more,

$$J_+(x)J_z+J_zJ_+(x)=J_+(2J_z+1)e^{ix(2J_z+1)}=-i\frac{dJ_+(x)}{dx}.$$

Its mean is $-i$ times the derivative of $(N/2)\cos^{N-1}x$, that is $i[N(N-1)/2]\sin x\cos^{N-2}x$. The imaginary part is $\langle J_yJ_z+J_zJ_y\rangle$, and half of it is the covariance:

$$\frac12\langle J_yJ_z+J_zJ_y\rangle=\frac N4c,\qquad c=(N-1)\sin x\cos^{N-2}x.$$

### The least perpendicular variance

In units of the initial variance $N/4$, the component $J_z\cos\theta+J_y\sin\theta$ has variance

$$\cos^2\theta+a\sin^2\theta+2c\sin\theta\cos\theta=\frac{a+1}2-\frac{(a-1)\cos2\theta-2c\sin2\theta}2.$$

This is least when $(\cos2\theta,\sin2\theta)$ is parallel to $(a-1,-2c)$. The extreme values are

$$\lambda_\pm=\frac{a+1\pm\sqrt{(a-1)^2+4c^2}}2,\qquad \xi_S^2=\lambda_-=\frac{a-c^2}{\lambda_+}.$$

The last form holds because the product of the eigenvalues is the determinant $a-c^2$. A value $\xi_S^2<1$ means squeezing.

For large $N$ and $Nx\ll1$, $c\approx Nx$, while $a-1\approx N^2x^2$ is much smaller. Then $\xi_S^2\approx1-Nx$: squeezing begins linearly in time. The strong squeezing sought here needs $Nx\gg1$.

### Expansion near the optimum

Let $\varepsilon=N^{-1/3}$, $x=\tau\varepsilon^2$ and $\beta=Nx^2=\varepsilon\tau^2$, with $\tau$ fixed as $N\to\infty$. This scaling is justified by the result: it makes the contributions of shear noise and bending scale with the same power of $N$. It implies

$$N\beta=\tau^2\varepsilon^{-2},\qquad N\beta^3=\tau^6,\qquad N\beta^4=\varepsilon\tau^8.$$

From $\ln\cos u=-u^2/2+O(u^4)$,

$$\cos^{N-2}2x=e^{-2\beta}\left[1+\frac{4\beta}N+O\!\left(\frac{\beta^2}N\right)\right].$$

Inserting this in $a$, the correction $4\beta/N$ contributes $-2\beta$, and the $-1$ in $N-1$ contributes $-\tfrac12(1-e^{-2\beta})=-\beta+O(\beta^2)$. Thus

$$a=1+\frac N2(1-e^{-2\beta})-3\beta+O(\beta^2).$$

For $c^2$, use $(N-1)^2\sin^2x=N\beta[1-2/N+O(\beta/N)]$ and $\cos^{2N-4}x=e^{-\beta}[1+O(\beta/N)]$:

$$c^2=N\beta e^{-\beta}-2\beta+O(\beta^2).$$

The large parts nearly cancel in the determinant, since

$$\tfrac12(1-e^{-2\beta})=\beta-\beta^2+\tfrac23\beta^3-\tfrac13\beta^4+\dots,$$
$$\beta e^{-\beta}=\beta-\beta^2+\tfrac12\beta^3-\tfrac16\beta^4+\dots$$

The difference starts with $\beta^3/6-\beta^4/6$. Therefore

$$a-c^2=1+\frac{\tau^6}6-\varepsilon\tau^2\left(1+\frac{\tau^6}6\right)+O(\varepsilon^2).$$

Since $\lambda_+=a+1-\lambda_-$ and $\lambda_-$ lies between 0 and 1,

$$\lambda_+=N\beta-N\beta^2+O(1)=\frac{\tau^2}{\varepsilon^2}\left[1-\varepsilon\tau^2+O(\varepsilon^2)\right].$$

Numerator and denominator carry the same factor $1-\varepsilon\tau^2$. It drops out of the quotient:

$$\xi_S^2=\varepsilon^2\left[\frac1{\tau^2}+\frac{\tau^4}6+O(\varepsilon^2)\right]\approx\frac1{(Nx)^2}+\frac{N^2x^4}6.$$

The correction inside the bracket is thus of order $N^{-2/3}$, not $N^{-1/3}$. As a test, its size was compared at $N=10^6$ and $10^9$, where it should fall by a factor of 100. For three values of $\tau$ the factors were 99.7, 95.2 and 95.8.

### What the two terms mean

Treat the spin components as classical random variables and neglect the small phase $x$ from the "+1". The imaginary part of $J_+(x)$ becomes

$$J_y(x)\approx\frac N2\sin(2xz)+J_y(0)\cos(2xz),$$

where $z$ stands for $J_z$, Gaussian with variance $\sigma^2=N/4$, and $J_x(0)$ has been replaced by $N/2$. Expanding the sine,

$$\frac N2\sin(2xz)\approx Nxz-\frac23Nx^3z^3.$$

The linear term is a shear with slope $Nx$. It leaves the area of the noise ellipse unchanged. For $Nx\gg1$ the long variance is about $(Nx)^2$ and the short one about $1/(Nx)^2$, in units of $N/4$.

The cubic term bends the ellipse. A straight measurement axis can remove only the part of $z^3$ that is proportional to $z$. The best linear fit is $3\sigma^2z$, because $\langle z^4\rangle/\langle z^2\rangle=3\sigma^2$. The remainder has variance

$$\langle(z^3-3\sigma^2z)^2\rangle=(15-18+9)\sigma^6=6\sigma^6=\frac{6N^3}{64}.$$

Multiplication by $(\tfrac23Nx^3)^2$ gives $N^5x^6/24$, or $N^4x^6/6$ in units of $N/4$. Division by the long variance $(Nx)^2$ gives $N^2x^4/6$, the second term of the quantum result.

At $N=10^6$ and $\tau^6=3$, a Gaussian average with the full sine and cosine gives, in units of $N/4$, 0.49285 for the bending and 0.98578 for the initial noise. Their sum, 1.47863, agrees with the quantum determinant $a-c^2=1.47883$ to the order expected. In this regime the limit to squeezing is therefore already present in this classical model, where it comes from the curvature of the sine.

### The optimum

Let $g(\tau)=\tau^{-2}+\tau^4/6$. Then

$$g'(\tau)=-\frac2{\tau^3}+\frac{2\tau^3}3=0\quad\Longrightarrow\quad\tau^6=3.$$

The derivative is negative before this point and positive after it, so this is the minimum of $g$. There the bending term is $\tau^6/6=1/2$ times the shear term, and $g=\tfrac32\,3^{-1/3}=3^{2/3}/2$. Hence

$$x_{\rm opt}\simeq3^{1/6}N^{-2/3}\approx1.201\,N^{-2/3},$$
$$\xi_{S,\min}^2=\frac{3^{2/3}}2N^{-2/3}\left[1+O(N^{-2/3})\right]\approx1.040\,N^{-2/3}.$$

The power $-2/3$ belongs to the variance ratio; the ratio of standard deviations scales as $N^{-1/3}$. The physical time is $t=x/\chi$ and scales as $N^{-2/3}$ if $\chi$ does not depend on $N$. If $\chi$ is proportional to $1/N$, the same squeezing is reached at a time that grows as $N^{1/3}$.

### Could another time do better?

The expansion covers fixed $\tau$. Bounds exclude the remaining times for large $N$.

For early times, the uncertainty relation with $[J_y,J_z]=iJ_x$ gives $a-c^2\ge\cos^{2N-2}x$. For $x\le\pi/4$, the inequality $1-u^n\le n(1-u)$ with $u=\cos2x$ gives $a\le1+N^2x^2$. As $\lambda_+\le a+1$,

$$\xi_S^2\ge\frac{\cos^{2N-2}x}{2+N^2x^2}.$$

For large $N$ this exceeds the stated minimum whenever $\tau<0.9$.

For late times, the eigenvalue equation $(a-\lambda_-)(1-\lambda_-)=c^2$ and $\lambda_-\le1$ give $1-\xi_S^2\le c^2/(a-1)$. Let $b=(N-2)x^2$. For $0<x\le\pi/4$, $\cos x\le e^{-x^2/2}$ and $\cos2x\le e^{-2x^2}$, so

$$1-\xi_S^2\le\frac{N-1}{N-2}\,\frac{2be^{-b}}{1-e^{-2b}}=\frac{N-1}{N-2}\,\frac b{\sinh b}.$$

The right side decreases with time. For small $b$ it requires $N^{2/3}\xi_S^2$ to be at least about $\tau^4/6-N^{-1/3}$. At $\tau=1.6$ this tends to 1.09, above the minimum, but slowly: the bound gives 1.044 at $N=10^4$ and 1.082 at $N=10^6$, while at $N=10^3$ it gives only 0.981 and is too weak. For $N=10^3$ a scan of the state vector over $0\le x\le\pi/2$ finds no value below the optimum given in the last section. For $\pi/4\le x\le\pi/2$, the square root in $\lambda_-$ is at most $(a-1)+2c$, so $1-\xi_S^2\le c\le(N-1)2^{-(N-2)/2}$, which is exponentially small. Finally, $a$ and $c^2$ are unchanged under $x\to\pi-x$ and $x\to x+\pi$. Later times can repeat the optimum but cannot improve on it.

At fixed $\beta=Nx^2$ the leading parts of $a$ and $c^2$ give the limit $\xi_S^2\to1-\beta/\sinh\beta$. For small $\beta$ this is $\beta^2/6=N^2x^4/6$, the bending term again. At $\beta=1$ and $N=10^6$ the variance is back to 0.149 of its initial value, far above the optimum near $10^{-4}$.

### The gain for measuring a rotation

A small rotation by $\phi$ that moves the mean spin along the squeezed direction shifts that component by $\phi\langle J_x\rangle$. With least variance $V_-=(N/4)\xi_S^2$, the resolvable angle is $\Delta\phi=\sqrt{V_-}/\langle J_x\rangle$. Its square relative to the initial value $1/N$ is

$$\xi_R^2=\frac{NV_-}{\langle J_x\rangle^2}=\frac{\xi_S^2}{\cos^{2N-2}x}.$$

Shortening of the mean spin now counts. Near the optimum the denominator supplies a factor $1+\varepsilon\tau^2+O(\varepsilon^2)$, so

$$N^{2/3}\xi_R^2=g(\tau)+\varepsilon\left(1+\frac{\tau^6}6\right)+O(\varepsilon^2).$$

At $\tau^6=3$, $g''=6\tau^{-4}+2\tau^2=4\tau^2$. If the minimum moves by $\delta$, then $4\tau^2\delta+\varepsilon\tau^5=0$, hence $\delta=-\varepsilon\tau^3/4=-(\sqrt3/4)N^{-1/3}$. The shift changes the value only at order $\varepsilon^2$, and

$$\xi_{R,\min}^2=\frac{3^{2/3}}2N^{-2/3}\left[1+3^{1/3}N^{-1/3}+O(N^{-2/3})\right].$$

The resolvable angle thus scales as $\xi_R/\sqrt N\propto N^{-5/6}$. The slow correction matters in practice. From $N=10^3$ to $10^6$, $N^{2/3}\xi_R^2$ falls from 1.195 to 1.055. A power law drawn through the corresponding two values of $\xi_R^2$ itself has exponent $-0.685$, although the limiting exponent is $-2/3$.

### One thousand spins

Take $N=1000$ and the round model rate $\chi=1\ \mathrm{s^{-1}}$. The estimate gives $x=1.201/100=0.01201$. Its shear and bending parts are 0.00693 and 0.00347, with sum 0.01040.

Minimization with the full state vector gives $x=0.01194$, or $t=11.9$ ms. The variances of $J_y$ and $J_z$ are 31175.14 and 250.00, and their covariance is 2777.04. Division by $N/4=250$ gives $a=124.701$ and $c=11.108$. The least variance is 2.604, so

$$\xi_S^2=\frac{2.604}{250}=0.01042,$$

or $-19.8$ dB. The estimate is low by about 0.15% of this value. Neither $J_y$ nor $J_z$ is itself squeezed: the quiet component lies $5.1^\circ$ from the $z$ axis, on the negative-$y$ side. Measuring $J_z$ without this small correction would show the initial variance of 250.

The mean spin has shortened from 500 to 465.6. At the same time,

$$\xi_R^2=\frac{1000\times2.604}{465.6^2}=0.0120,$$

or $-19.2$ dB. Stopping slightly earlier, at $x=0.01152$, lowers it only to 0.01195.

The numerical output below lists the optima from $N=10$ to $10^9$. At $N=10$ the scaled minimum $N^{2/3}\xi_S^2$ is 0.910, about 12% below its limit; at $N=100$ it is within 1%. These figures describe the ideal model. Loss, dephasing or unequal couplings add effects absent from the moments above, and the scaling cannot be assumed to survive them.

## Calculated quantities

```
largest error of operator identity: 2.0e-15
largest moment error / N^2: 2.7e-16
limit of x N^(2/3), 3^(1/6): 1.20094
limit of xi_S^2 N^(2/3), 3^(2/3)/2: 1.04004
error ratio N=1e6 to 1e9 at tau=0.8, 1.2, 1.5: 99.7 95.2 95.8
Phase-space check at N = 1e6, x = 3^(1/6) N^(-2/3):
  bending variance/(N/4): 0.49285
  initial noise/(N/4): 0.98578
  quantum determinant a - c^2: 1.47883
Optima: N, x N^(2/3), xi_S^2 N^(2/3), xi_R^2 N^(2/3)
          10  1.1666  0.91005  1.43824
         100  1.1769  1.03276  1.35614
        1000  1.1939  1.04158  1.19498
       10000  1.1992  1.04067  1.11128
     1000000  1.2009  1.04008  1.05513
  1000000000  1.2009  1.04004  1.04154
Late times, N = 1e6: beta = N x^2, xi_S^2
  0.5  0.04048
  1.0  0.14908
  2.0  0.44856
Example: N = 1000, chi = 1.0 s^-1
  best x: 0.011939
  best time: 11.939 ms
  mean spin <Jx>: 465.636
  variance of Jy: 31175.14
  variance of Jz: 250.00
  covariance of Jy and Jz: 2777.04
  least variance: 2.6039
  largest variance: 31422.54
  angle theta from z towards y: -5.091 degrees
  xi_S^2: 0.010416 = -19.82 dB
  xi_R^2 at the same x: 0.012010 = -19.20 dB
  least xi_R^2: 0.011950 at x = 0.011520
  estimated best x: 0.012009
  estimated shear part: 0.006934
  estimated bending part: 0.003467
  estimated xi_S^2: 0.010400
```
